# Atomic charges from the electrostatic potential: buried atoms and restraints

## A molecule seen from outside

The electrostatic potential around a molecule can be computed at any point outside it. For a simulation one would like to replace the electron cloud by one point charge on each nucleus, chosen so that the charges reproduce this potential. For *tert*-butanol, (CH₃)₃COH, such a fit works well outside the molecule, yet the carbon charges respond strongly to small changes in the data. Each carbon is surrounded by four bonded neighbours, and all the points of observation lie beyond them. How much can the outside potential say about an enclosed charge?

Atomic units are used: charges in \(e\), lengths in bohr, potentials in hartree per \(e\). A charge \(q\) at distance \(r\) then produces the potential \(q/r\).

## Five charges by hand

Put a charge \(q_0\) at the centre of a regular tetrahedron and equal charges \(q_1\) at its four vertices, at distance \(b\) from the centre. Let the total be zero:

\[
q_0+4q_1=0,\qquad q_1=-\tfrac14 q_0 .
\]

The constraint leaves one unknown. The potential at a point \(\mathbf r\) is \(q_0\,g(\mathbf r)\), with

\[
g(\mathbf r)=\frac1r-\frac14\sum_{j=1}^4\frac1{|\mathbf r-b\mathbf d_j|},
\]

where the unit vectors \(\mathbf d_j\) point to the vertices and \(\mathbf d_i\cdot\mathbf d_j=-1/3\) for \(i\ne j\).

Take two observation points at distance \(3b\), one along \(\mathbf d_1\) and one opposite. From the first, the nearest vertex is at distance \(2b\). The other three are at \(b\sqrt{9+1+2}=b\sqrt{12}\), because \(-2(3)(-1/3)=+2\). Hence

\[
b\,g_1=\frac13-\frac14\left(\frac12+\frac3{\sqrt{12}}\right)=0.33333-0.34151=-0.00817 .
\]

From the second point the distances are \(4b\) and three times \(b\sqrt{9+1-2}=b\sqrt8\):

\[
b\,g_2=\frac13-\frac14\left(\frac14+\frac3{\sqrt8}\right)=0.33333-0.32767=+0.00567 .
\]

Given potentials \(V_1,V_2\), minimise \((V_1-g_1q_0)^2+(V_2-g_2q_0)^2\). Setting the derivative to zero gives

\[
q_0=\frac{g_1V_1+g_2V_2}{g_1^2+g_2^2}.
\]

If \(V_1\) and \(V_2\) carry independent errors of standard deviation \(s\), the numerator has variance \(s^2(g_1^2+g_2^2)\), so \(q_0\) has standard deviation

\[
\frac{s}{\sqrt{g_1^2+g_2^2}}=\frac{s\,b}{\sqrt{9.89\times10^{-5}}}\approx 101\,s\,b .
\]

A central charge without compensating neighbours would have \(g_1=g_2=1/(3b)\) and an error of only \(3sb/\sqrt2\approx2.1\,sb\). The central charge is not hard to see because its own potential is weak. It is hard to see because its neighbours can cancel that potential.

## Why the cancellation is so good

For \(R>b\), a charge at \(b\mathbf d_j\) seen from \(R\mathbf n\), with \(\mathbf n\) a unit vector, has the Legendre expansion

\[
\frac1{|R\mathbf n-b\mathbf d_j|}=\sum_{l=0}^{\infty}\frac{b^l}{R^{l+1}}P_l(\mathbf n\cdot\mathbf d_j).
\]

The \(l=0\) terms cancel because the total charge is zero. The dipole vanishes because \(\sum_j\mathbf d_j=0\). The quadrupole vanishes because \(\sum_j\mathbf d_j\mathbf d_j^{T}=\frac43\mathbf 1\) is isotropic, so that \(\sum_jP_2(\mathbf n\cdot\mathbf d_j)=\frac12(3\cdot\frac43-4)=0\) in every direction. The first surviving term is the octupole. Along a vertex direction, with \(P_3(x)=\frac12(5x^3-3x)\),

\[
P_3(1)+3P_3(-\tfrac13)=1+3\cdot\tfrac{11}{27}=\tfrac{20}9,
\qquad
g\to-\frac14\cdot\frac{20}9\,\frac{b^3}{R^4}=-\frac59\,\frac{b^3}{R^4}.
\]

Direct summation at \(R=200\,b\) gives \(R^4g/b^3=-0.5569\), close to the limit \(-5/9\approx-0.5556\).

## A restraint on the same five charges

Suppose large charges are penalised by adding \(\alpha(q_0^2+4q_1^2)\). With \(q_1=-q_0/4\) this is \(\frac54\alpha q_0^2\), and the minimum moves to

\[
q_0=\frac{g_1V_1+g_2V_2}{g_1^2+g_2^2+\frac54\alpha}
=\frac{\sigma^2}{\sigma^2+\alpha}\,q_0^{\rm free},
\qquad \sigma^2=\tfrac45\,(g_1^2+g_2^2).
\]

Here \(\sigma\) is the size of the potential at the two points when the five charges form a pattern of unit length, \(q_0^2+4q_1^2=1\). The restraint reduces both the response to errors and the charge itself by the same factor. The first effect is wanted; the second is a bias.

## The general fit

Let a molecule have \(N\) nuclei at \(\mathbf R_a\) with nuclear charges \(Z_a\). In a self-consistent-field calculation with density matrix \(D\) and real basis functions \(\mu,\nu\), the potential is

\[
V(\mathbf r)=\sum_a\frac{Z_a}{|\mathbf r-\mathbf R_a|}
-\sum_{\mu\nu}D_{\mu\nu}\left\langle\mu\left|\frac1{|\mathbf r-\mathbf r'|}\right|\nu\right\rangle .
\]

The minus sign is the charge of the electron. Choose \(M\) points \(\mathbf r_k\) outside the molecule, collect the values \(V_k\) in a vector, and define \(A_{ka}=1/|\mathbf r_k-\mathbf R_a|\). With equal weights, minimise

\[
\chi^2(q)=|V-Aq|^2,\qquad \mathbf 1^Tq=Q,
\]

where \(\mathbf 1\) is the vector of ones and \(Q\) the molecular charge. Making \(\frac12\chi^2+\lambda(\mathbf 1^Tq-Q)\) stationary gives

\[
\begin{pmatrix}A^TA&\mathbf 1\\ \mathbf 1^T&0\end{pmatrix}
\begin{pmatrix}q\\ \lambda\end{pmatrix}
=\begin{pmatrix}A^TV\\ Q\end{pmatrix}.
\]

The first row says \(A^T(V-Aq)=\lambda\mathbf 1\). Hence, as \(Q\) is varied,

\[
\frac{d\chi^2_{\min}}{dQ}=-2\,\frac{dq^T}{dQ}A^T(V-Aq)=-2\lambda\,\mathbf 1^T\frac{dq}{dQ}=-2\lambda ,
\]

so the multiplier measures how strongly the data pull against the imposed total.

To see which charges are well determined, separate the fixed total from the neutral patterns. Let the \(N-1\) columns of \(Z\) be an orthonormal basis of the vectors whose components sum to zero. Decompose \(AZ=U\Sigma W^T\) into singular values \(\sigma_i\) and orthonormal vectors \(u_i\), \(w_i\). The patterns \(p_i=Zw_i\) are neutral and orthonormal, and \(Ap_i=\sigma_iu_i\). Thus \(\sigma_i\) is the size of the potential made by a neutral pattern of unit length. Assume that no \(\sigma_i\) is zero.

Write \(q=(Q/N)\mathbf 1+\sum_iy_ip_i\) and \(V'=V-(Q/N)A\mathbf 1\). Since the \(u_i\) are orthonormal,

\[
\chi^2=\sum_i(u_i^TV'-\sigma_iy_i)^2+\text{a part independent of }y ,
\]

and each mode is fitted separately. The minimum is unique, at \(y_i=c_i\) with

\[
c_i=\frac{u_i^TV'}{\sigma_i}.
\]

A small singular value turns a small change in the potential into a large change of charge. For independent errors of variance \(s^2\), the numbers \(u_i^TV'\) have independent errors of the same variance. The charges therefore have covariance \(s^2C\), with

\[
C_{ab}=\sum_i\frac{p_{ia}p_{ib}}{\sigma_i^2}.
\]

This matrix also has a meaning without noise. Move away from the optimum by a neutral displacement \(d=\sum_i\eta_ip_i\). The linear term in \(\chi^2\) is \(-2d^TA^T(V-Aq)=-2\lambda\, d^T\mathbf 1=0\), so \(\chi^2\) rises by \(\sum_i\sigma_i^2\eta_i^2\). Now require \(d_a=\delta\) and let the other charges readjust. The Cauchy–Schwarz inequality gives

\[
\delta^2=\Big(\sum_i\frac{p_{ia}}{\sigma_i}\,\sigma_i\eta_i\Big)^2\le C_{aa}\sum_i\sigma_i^2\eta_i^2 .
\]

Equality holds for \(\eta_i=\delta\,p_{ia}/(\sigma_i^2C_{aa})\). The least possible rise and the readjustment that achieves it are therefore

\[
\Delta\chi^2=\frac{\delta^2}{C_{aa}},\qquad d_b=\delta\,\frac{C_{ba}}{C_{aa}} .
\]

A charge is ill determined when this rise is small. It is not undetermined: the minimum remains unique. The quantity \(m_a=1/\sqrt{MC_{aa}}\) is the root-mean-square (rms) potential left over when the other atoms, with charges that sum to \(-1\), cancel a unit charge on atom \(a\) as well as they can. I call it the mimic error.

## *tert*-Butanol

The example uses restricted Hartree–Fock theory (RHF) with the 6-31G* basis and spherical d functions. All bond angles are tetrahedral and the conformation is staggered. The chosen bond lengths are 1.53 Å (CC), 1.43 Å (CO), 1.09 Å (CH) and 0.96 Å (OH). The geometry is not optimised and RHF omits electron correlation, so the charges describe this computed potential, not a measured one.

The points lie on atomic spheres of radius 1.2 Å (H), 1.7 Å (C) and 1.5 Å (O), scaled by 1.4, 1.6, 1.8 and 2.0, with 0.5 points per Å². Points inside another atom's sphere of the same scale are dropped, which leaves 406. The rms potential there is 0.01137. Without the constraint the fitted charges sum to 0.0012, so imposing \(Q=0\) changes the total very little.

The fourteen singular values run from 1.927 down to 0.0290 bohr⁻¹, a ratio of 67. The last four are 0.0590, 0.0306, 0.0300 and 0.0290, after a gap from 0.205. These four modes carry 99.9% of the summed variance of the four carbon charges. The first is mainly the central carbon C0; the other three are mainly combinations of the methyl carbons.

The C0 components of the four modes are \(-0.906\), 0.201, 0.026 and 0.044, so

\[
C_{00}\approx\Big(\frac{0.906}{0.0590}\Big)^2+\Big(\frac{0.201}{0.0306}\Big)^2+\Big(\frac{0.026}{0.0300}\Big)^2+\Big(\frac{0.044}{0.0290}\Big)^2\approx282 .
\]

For errors \(s=10^{-3}\) this gives a standard deviation of \(10^{-3}\sqrt{282}=0.0168\,e\).

The next table compares the rms potential of a bare unit charge with the mimic error (both in bohr⁻¹), and gives the standard deviation for \(s=10^{-3}\) and the fitted charge (both in \(e\)). C1 is the methyl carbon *anti* to the hydroxyl hydrogen, and H1a is one of its hydrogens.

| Atom | bare | mimic error | std. dev. | charge |
|---|---|---|---|---|
| C0 | 0.139 | 0.0030 | 0.017 | 0.933 |
| C1 | 0.141 | 0.0016 | 0.031 | −0.574 |
| H1a | 0.145 | 0.0058 | 0.009 | 0.123 |
| O | 0.143 | 0.0072 | 0.007 | −0.783 |
| H (on O) | 0.147 | 0.0158 | 0.003 | 0.428 |

The charges belong to this basis and this grid. On the same points, 6-311G** gives 0.97 for C0 and \(-0.62\) for C1, and def2-TZVP gives 0.99 and \(-0.63\), while the charges of O and its hydrogen move by about 0.01. Ten times as many points move C1 to \(-0.55\) and C0 by 0.004, and change the mimic errors by at most 0.0002. The bare potentials are almost equal; the mimic errors differ by a factor of ten. The innermost atom is not the worst. The methyl carbons are also enclosed by four neighbours, three of them hydrogens at the short CH distance. In the tetrahedral model the leftover potential grows as \(b^3\), which suggests why a tighter shell mimics better, although the real shells are neither regular nor equally far from the points.

When the charge of C0 is raised by one unit, the best readjustment puts \(-0.256\) on oxygen and on average \(-0.357\) on each methyl carbon, with small positive charges on the hydroxyl hydrogen (0.010) and, on average, on the methyl hydrogens (0.035). The dipole of this pattern is 0.019 a.u. Moving a unit charge along one CC bond would change the dipole by 2.89 a.u. For C1 the main compensation is on average \(-0.267\) on each of its own hydrogens. They inherit its uncertainty: \(0.267\times0.031\approx0.008\), nearly all of their standard deviation of about 0.009.

The same number of added points helps very differently depending on where they lie. Adding 20 points taken from a second outside grid lowers the standard deviation of C0 by a factor of 0.982. Adding 20 fictitious points on a sphere of radius 1.446 bohr around C0, inside its shell of neighbours, lowers it by a factor of 0.180. This second case is a statement about geometry alone. Such points could not be used in a real fit, because the electron cloud there does not act like point charges on the nuclei.

The remaining rms misfit, 0.00064, is 5.6% of the rms potential (5.9% with ten times as many points, 7.6% in the def2-TZVP basis). It is not random noise but the failure of point charges to represent the molecule, so the standard deviations above do not predict real errors. A separate trial repeats the fit on four grids made from differently rotated point sets. The charge of C1 then scatters by 0.030, that of C0 by 0.009 and that of oxygen by 0.003. With only four grids these figures are rough: the mirror-equivalent carbons C2 and C3 scatter by 0.017 and 0.009.

## Restraints in general

Add \(\alpha|q|^2\) to \(\chi^2\). Because the \(p_i\) are neutral and orthonormal, \(|q|^2=Q^2/N+\sum_iy_i^2\). Each mode then minimises \(\sigma_i^2(c_i-y_i)^2+\alpha y_i^2\), which gives

\[
y_i=f_ic_i,\qquad f_i=\frac{\sigma_i^2}{\sigma_i^2+\alpha}.
\]

This is the factor found for the tetrahedron. Modes with \(\sigma_i^2\gg\alpha\) are hardly touched, and those with \(\sigma_i^2\ll\alpha\) are suppressed. As \(\alpha\to\infty\) all charges tend to \(Q/N\), not to zero, since the total is fixed. The covariance and the rise in misfit are

\[
s^2\sum_i\frac{f_i^2\,p_{ia}p_{ib}}{\sigma_i^2},
\qquad
\Delta\chi^2=\sum_i\sigma_i^2(1-f_i)^2c_i^2 .
\]

For small \(\alpha\), \(1-f_i\approx\alpha/\sigma_i^2\): the charges shift in proportion to \(\alpha\), while \(\chi^2\) rises only as \(\alpha^2\).

For *tert*-butanol the result is as follows, with \(\alpha\) in bohr⁻², charges in \(e\), and misfit and dipole in a.u.

| \(\alpha\) | C0 charge | C0 std. dev. | rms misfit | dipole |
|---|---|---|---|---|
| 0 | 0.933 | 0.0168 | 0.0006 | 0.655 |
| 0.001 | 0.613 | 0.0124 | 0.0013 | 0.655 |
| 0.01 | 0.096 | 0.0041 | 0.0030 | 0.653 |
| 0.1 | −0.030 | 0.0006 | 0.0060 | 0.615 |
| 1 | −0.009 | 0.0001 | 0.0085 | 0.455 |

The RHF dipole is 0.653 a.u. (1.66 debye) in this basis; 6-311G** gives 0.648 and def2-TZVP 0.651. Up to \(\alpha=0.01\) the dipole of the charges barely moves, although C0 loses most of its charge. The soft modes carry little dipole, so suppressing them hardly changes its size. The table shows only this size; the direction of the dipole and the higher multipoles also shift, so the distant potential is not left untouched. Closer in, the cost is real: at \(\alpha=0.01\) the misfit has grown from 5.6% to 27% of the rms potential.

The restraint makes the charges less sensitive, but not automatically more accurate. If \(c_i\) now denotes the error-free amplitude, the expected squared error of a mode under random noise is

\[
E_i=f_i^2\frac{s^2}{\sigma_i^2}+(1-f_i)^2c_i^2
=\frac{\sigma_i^2s^2+\alpha^2c_i^2}{(\sigma_i^2+\alpha)^2}.
\]

Its derivative with respect to \(\alpha\) has the sign of

\[
\alpha c_i^2(\sigma_i^2+\alpha)-(\sigma_i^2s^2+\alpha^2c_i^2)=\sigma_i^2(\alpha c_i^2-s^2),
\]

so the best value is \(\alpha=s^2/c_i^2\). With \(s=10^{-3}\) and an amplitude of order \(1\,e\), this is about \(10^{-6}\), far below the values in the table. Those stronger restraints express a preference for small and stable charges. They add no information from the potential.

Between the four grids, \(\alpha=0.01\) reduces the scatter of C1 from 0.030 to 0.002, that of C2 from 0.017 to 0.002 and that of C3 from 0.009 to 0.003. That of the hydroxyl hydrogen rises from 0.001 to 0.002. For C0 the values are 0.009 and 0.007, a difference too small to interpret with only four grids; over ten grids the restraint raises the scatter of C0 from 0.006 to 0.010 and that of oxygen from 0.002 to 0.005. The methyl carbons, which dominate the three softest modes, become more stable, but the gain is not shared by every atom.

## A restraint with a bounded force

The quadratic penalty pulls hardest on the largest charges, including the well-determined one on oxygen. A hyperbolic penalty on the heavy atoms limits this pull:

\[
F(q)=\chi^2(q)+\kappa\sum_{a\,\rm heavy}\left(\sqrt{q_a^2+\beta^2}-\beta\right).
\]

Its force on a charge, \(\kappa q_a/\sqrt{q_a^2+\beta^2}\), never exceeds \(\kappa\) in size. The square root is a concave function of \(q_a^2\), so it lies below its tangent at the current charge \(\bar q_a\):

\[
\sqrt{q_a^2+\beta^2}\le\sqrt{\bar q_a^2+\beta^2}+\frac{q_a^2-\bar q_a^2}{2\sqrt{\bar q_a^2+\beta^2}} .
\]

Replacing each root by this bound leaves a quadratic problem, which leads to the following algorithm.

1. Solve the bordered equations without restraint.
2. For each heavy atom, add \(\kappa/(2\sqrt{\bar q_a^2+\beta^2})\) to the diagonal of \(A^TA\).
3. Solve the bordered equations again, and repeat from step 2 until the charges stop changing.

The bound equals \(F\) at the old charges and lies nowhere below it, so minimising the bound cannot raise \(F\). The penalty is convex in \(q_a\), and \(\chi^2\) is strictly convex for neutral displacements when no \(\sigma_i\) vanishes. The constrained minimum is therefore unique.

With \(\beta=0.1\,e\) and \(\kappa=0.001\) a.u., 30 rounds bring the largest change below \(10^{-9}\,e\). The charge of C0 falls from 0.933 to 0.621 and the mean methyl carbon charge shrinks to \(-0.199\), while oxygen moves only from \(-0.783\) to \(-0.764\). The dipole stays at 0.655 a.u., and the rms misfit rises to 0.0015. With \(\kappa=0.01\) oxygen also gives way, to \(-0.538\), and the misfit reaches 0.0030. A bounded force protects a well-determined charge only while it is weak compared with the pull of the data.
